# Bardeen's tunnelling matrix element as a surface integral: two derivations: test program

```python
"""
Bardeen tunnelling matrix element between weakly coupled regions L and R.
Result under test, for equal energies and any surface S in the barrier:
  M = <R|H-H_L|L> = (hbar^2/2) Int_S (1/m)(R* dL/dn - L dR*/dn) dS,
with n pointing from L to R. H is the full Hamiltonian; H_L keeps only
the left well. Consequences tested: splitting 2|M|, transfer sin^2(|M|t/hbar),
and decay width Gamma = 2 pi |M|^2 for energy-normalised final states.
Planar example in nm and eV; k, kappa: wave number and decay constant;
m_w, m_b: well and barrier masses in electron masses.
The spherical-well test is in Hartree atomic units with unit mass.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HB2 = sc.hbar**2 / sc.m_e / sc.e * 1e18       # hbar^2/m_e in eV nm^2
HBAR = sc.hbar / sc.e                       # eV s
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
M_W, M_B, V0 = 0.067, 0.092, 0.23           # rough GaAs/AlGaAs values
WIDTH, BARRIER = 7.0, 4.0                   # nm
GAP_W, GAP_B = 1.42, 1.80                   # rough band gaps, eV
STEP_NM = 0.3                               # about one monolayer


def media(E, height=V0, nonparabolic=False):
    mw, mb = M_W, M_B
    if nonparabolic:
        mw = M_W * (1 + E / GAP_W)
        mb = M_B * (1 - (height - E) / GAP_B)
    k = np.sqrt(2 * mw * E / HB2)
    kappa = np.sqrt(2 * mb * (height - E) / HB2)
    return k, kappa, kappa * mw / (k * mb)


def level(width=WIDTH, inner=lambda kappa: 1.0, height=V0, nonparabolic=False):
    """Lowest level; inner scales the logarithmic slope at one well edge."""
    def mismatch(E):
        k, kappa, q = media(E, height, nonparabolic)
        return k * width - np.arctan(q) - np.arctan(q * inner(kappa))
    return brentq(mismatch, 1e-6, height - 1e-9, xtol=1e-16, rtol=1e-15)


def exact_splitting(b, **options):
    even = level(inner=lambda kap: np.tanh(kap * b / 2), **options)
    odd = level(inner=lambda kap: 1 / np.tanh(kap * b / 2), **options)
    return odd - even


class WellState:
    """Normalised ground state of one isolated finite well."""
    def __init__(self, width, center, height=V0):
        self.width, self.center = width, center
        self.E = level(width, height=height)
        self.k, self.kappa, self.q = media(self.E, height)
        edge = np.cos(self.k * width / 2)
        norm2 = (width / 2 + np.sin(self.k * width) / (2 * self.k)
                 + edge**2 / self.kappa)
        self.norm, self.edge = np.sqrt(norm2), edge
        self.A2 = edge**2 / norm2            # density at the well edge

    def psi(self, z):
        u = z - self.center
        tail = self.edge * np.exp(-self.kappa * (abs(u) - self.width / 2))
        return np.where(abs(u) < self.width / 2,
                        np.cos(self.k * u), tail) / self.norm

    def dpsi(self, z):
        u = z - self.center
        tail = self.edge * np.exp(-self.kappa * (abs(u) - self.width / 2))
        return np.where(abs(u) < self.width / 2, -self.k * np.sin(self.k * u),
                        -self.kappa * np.sign(u) * tail) / self.norm


def pair(b, right_width=WIDTH, height=V0):
    return (WellState(WIDTH, -(b + WIDTH) / 2, height),
            WellState(right_width, (b + right_width) / 2, height))


def surface_element(L, R, s):
    return float(HB2 / (2 * M_B) * (R.psi(s) * L.dpsi(s) - L.psi(s) * R.dpsi(s)))


def volume_element(L, R):
    """<R|H-H_L|L> from the energy form; it lives only in the right well."""
    def density(z):
        kinetic = HB2 / 2 * (1 / M_W - 1 / M_B) * R.dpsi(z) * L.dpsi(z)
        return float(kinetic - V0 * R.psi(z) * L.psi(z))
    half = R.width / 2
    return quad(density, R.center - half, R.center + half, epsabs=1e-13)[0]


def overlap(L, R, lo, hi):
    kinks = [c.center + sign * c.width / 2 for c in (L, R) for sign in (-1, 1)]
    marks = [lo] + sorted(x for x in kinks if lo < x < hi) + [hi]
    return sum(quad(lambda z: float(L.psi(z) * R.psi(z)), a, b, epsabs=1e-13)[0]
               for a, b in zip(marks[:-1], marks[1:]))


# --- surface integral against volume integral, equal wells
L, R = pair(BARRIER)
M = surface_element(L, R, 0.0)
M_closed = -HB2 * L.kappa / M_B * L.A2 * np.exp(-L.kappa * BARRIER)
M_volume = volume_element(L, R)
assert abs(M_volume / M - 1) < 1e-8
assert abs(M_volume / M_closed - 1) < 1e-8
for s in (-1.7, 0.9, 1.8):
    assert abs(surface_element(L, R, s) / M_volume - 1) < 1e-8

# --- unequal wells: the volume term is needed, the sum ignores the surface
Ld, Rd = pair(BARRIER, WIDTH - STEP_NM)
delta = Rd.E - Ld.E
couplings = []
for s in (-1.5, 0.0, 1.5):
    J = surface_element(Ld, Rd, s)
    S_right, S_left = overlap(Ld, Rd, s, 50.0), overlap(Ld, Rd, -50.0, s)
    assert abs((J + delta * S_right) / volume_element(Ld, Rd) - 1) < 1e-7
    couplings.append(J + delta * (S_right - S_left) / 2)
assert np.ptp(couplings) < 1e-7 * abs(couplings[0])
assert abs(surface_element(Ld, Rd, 1.5) / surface_element(Ld, Rd, -1.5) - 1) > 1e-3
t_detuned = couplings[1]
gap_model = np.hypot(delta, 2 * t_detuned)
transfer_model = (2 * t_detuned / gap_model)**2

# --- three dimensions: two spherical wells, radius 1, distance D
k3, D = 2.0, 5.0
kap3 = -k3 / np.tan(k3)
depth3 = (k3**2 + kap3**2) / 2
norm3 = 1 / np.sqrt(4 * np.pi * (0.5 - np.sin(2 * k3) / (4 * k3)
                                + np.sin(k3)**2 / (2 * kap3)))


def sphere(r):
    if r < 1:
        f = norm3 * np.sin(k3 * r) / r
        return f, norm3 * k3 * np.cos(k3 * r) / r - f / r
    f = norm3 * np.sin(k3) * np.exp(-kap3 * (r - 1)) / r
    return f, -f * (kap3 + 1 / r)


def plane_element(p):
    def ring(rho):
        rl, rr = np.hypot(rho, p), np.hypot(rho, p - D)
        (fl, dl), (fr, dr) = sphere(rl), sphere(rr)
        return np.pi * rho * (fr * dl * p / rl - fl * dr * (p - D) / rr)
    return quad(ring, 0, 1, epsabs=1e-13)[0] + quad(ring, 1, 40, epsabs=1e-13,
                                                  limit=200)[0]


x, wx = np.polynomial.legendre.leggauss(40)
M3_volume = 0.0
for r, wr in zip((x + 1) / 2, wx / 2):
    for c, wc in zip(x, wx):
        distance = np.sqrt(D**2 + r**2 + 2 * D * r * c)
        M3_volume -= (depth3 * 2 * np.pi * r**2 * wr * wc
                      * sphere(r)[0] * sphere(distance)[0])
tail3 = norm3 * np.sin(k3) * np.exp(kap3)
M3_closed = -2 * np.pi * tail3**2 * np.exp(-kap3 * D) / D
M3_plane = plane_element(D / 2)
for value in (M3_plane, plane_element(1.8), M3_closed):
    assert abs(value / M3_volume - 1) < 1e-6
M3_cut = plane_element(D)                    # this plane cuts the right well
assert M3_cut / M3_volume < 0.7


# --- full double-well Hamiltonian on a grid
def grid_solution(right_width):
    h, far = 0.05, 21.0
    edges = np.linspace(-far, far, int(round(2 * far / h)) + 1)
    mid = (edges[1:] + edges[:-1]) / 2
    in_well = (((mid > -BARRIER / 2 - WIDTH) & (mid < -BARRIER / 2))
               | ((mid > BARRIER / 2) & (mid < BARRIER / 2 + right_width)))
    stiff = HB2 / (2 * h**2) / np.where(in_well, M_W, M_B)
    pot = np.where(in_well, 0.0, V0)
    diagonal = stiff[1:] + stiff[:-1] + (pot[1:] + pot[:-1]) / 2
    energies, vectors = eigh_tridiagonal(diagonal, -stiff[1:-1])
    return edges[1:-1], energies, vectors


def right_probability(solution, start, times):
    z, energies, vectors = solution
    first = start.psi(z)
    c = vectors.T @ (first / np.linalg.norm(first))
    waves = vectors @ (c[:, None] * np.exp(-1j * np.outer(energies, times)))
    return np.sum(abs(waves[z > 0])**2, axis=0)


equal = grid_solution(WIDTH)
splitting = exact_splitting(BARRIER)
splitting_grid = equal[1][1] - equal[1][0]
assert abs(splitting_grid / splitting - 1) < 1e-3      # grid error of order h^2
times = np.linspace(0, np.pi / (2 * abs(M)), 60)       # time/hbar in 1/eV
P_right = right_probability(equal, L, times)
transfer_error = np.max(abs(P_right - np.sin(M * times)**2))
assert transfer_error < 0.03                  # overlap and higher-order terms

detuned = grid_solution(WIDTH - STEP_NM)
gap_grid = detuned[1][1] - detuned[1][0]
assert abs(gap_model / gap_grid - 1) < 0.02
transfer_grid = np.max(right_probability(
    detuned, Ld, np.linspace(0, 2 * np.pi / gap_grid, 240)))
S_total = overlap(Ld, Rd, -50.0, 50.0)
assert abs(transfer_grid - transfer_model) < 2 * S_total   # first order in overlap


# --- decay into a half-infinite contact, golden rule against complex pole
def golden_width(b):
    left = pair(b)[0]
    C2 = 2 * M_W / (np.pi * HB2 * left.k)    # energy-normalised sine wave
    B = np.sqrt(C2 / (1 + left.q**2))        # its value at the contact edge
    s = 0.2 * b
    right = B * np.exp(left.kappa * (s - b / 2))
    J = HB2 / (2 * M_B) * (right * left.dpsi(s)
                           - left.psi(s) * left.kappa * right)
    return float(2 * np.pi * J**2)


def pole_width(b):
    def mismatch(E):
        k, kappa, q = media(E)
        rho = (kappa / M_B + 1j * k / M_W) / (kappa / M_B - 1j * k / M_W)
        echo = rho * np.exp(-2 * kappa * b)
        return (k * WIDTH - np.arctan(q)
                - np.arctan(q * (1 - echo) / (1 + echo)))
    E, h = complex(level()), 1e-6
    for _ in range(40):
        E -= mismatch(E) * 2 * h / (mismatch(E + h) - mismatch(E - h))
    assert abs(mismatch(E)) < 1e-12 and E.imag < 0
    return -2 * E.imag


thickness_rows = []
for b in (2.0, 4.0, 6.0):
    Lb, Rb = pair(b)
    small = np.exp(-2 * Lb.kappa * b)
    err_split = 2 * abs(surface_element(Lb, Rb, 0.0)) / exact_splitting(b) - 1
    err_width = golden_width(b) / pole_width(b) - 1
    assert abs(err_split) < 5 * small and abs(err_width) < 10 * small
    thickness_rows.append((b, small, err_split, err_width))
Gamma, Gamma_pole = golden_width(BARRIER), pole_width(BARRIER)
Gamma_closed = (4 * HB2 * M_W * L.kappa**2 * L.A2 * np.exp(-2 * L.kappa * BARRIER)
                / (M_B**2 * L.k * (1 + L.q**2)))
assert abs(Gamma_closed / Gamma - 1) < 1e-9

# --- sizes of neglected effects for the example
split_np = exact_splitting(BARRIER, nonparabolic=True)
kT = {T: sc.k * T / sc.e for T in (77, 300)}
Lh, Rh = pair(BARRIER, height=V0 - kT[300] * (1 - M_W / M_B))
M_hot = surface_element(Lh, Rh, 0.0)
M_thick = surface_element(*pair(BARRIER + STEP_NM), 0.0)
spacing = BARRIER + WIDTH
field = 2 * abs(M) / (spacing * 1e-7)        # V/cm
eps = 12.9 * sc.epsilon_0                    # rough permittivity of GaAs
n_detune = eps * field * 100 / sc.e * 1e-4    # cm^-2
n_sheet = 1e10                               # cm^-2
current = sc.e * n_sheet * Gamma / HBAR      # A/cm^2
fermi = np.pi * HB2 * n_sheet * 1e-14 / M_W   # eV, spin-degenerate subband
mobility = {77: 1e5, 300: 8e3}               # rough values, cm^2/(V s)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Well width", WIDTH, "nm")
show("Barrier thickness b", BARRIER, "nm")
show("Barrier height (rough)", V0, "eV")
show("Well mass (rough)", M_W, "m_e")
show("Barrier mass (rough)", M_B, "m_e")
show("Isolated level E0", L.E * 1e3, "meV")
show("Wave number k", L.k, "1/nm")
show("Decay constant kappa", L.kappa, "1/nm")
show("Edge density A^2", L.A2, "1/nm")
show("exp(-kappa b)", np.exp(-L.kappa * BARRIER))
show("M, surface integral", M * 1e3, "meV", 7)
show("M, volume integral", M_volume * 1e3, "meV", 7)
show("M converted", M / HARTREE, "hartree")
show("Splitting 2|M|", 2e3 * abs(M), "meV")
show("Splitting, exact matching", splitting * 1e3, "meV")
show("Splitting, grid", splitting_grid * 1e3, "meV")
show("Full transfer time", np.pi * HBAR / (2 * abs(M)) * 1e12, "ps", 4)
show("Largest error of sin^2 law", transfer_error, "", 2)
print("b (nm), exp(-2 kappa b), splitting error (%), width error (%):")
for b, small, e1, e2 in thickness_rows:
    print(f"  {b:.1f}  {small:.3e}  {100*e1:.4f}  {100*e2:.4f}")
show("Escape width, golden rule", Gamma * 1e3, "meV")
show("Escape width, complex pole", Gamma_pole * 1e3, "meV")
show("Escape time hbar/Gamma", HBAR / Gamma * 1e12, "ps", 4)
show("Sheet density for leakage", n_sheet, "cm^-2")
show("Leakage current density", current, "A/cm^2", 4)
show("Right well narrowed by", STEP_NM, "nm")
show("Detuning E_R-E_L", delta * 1e3, "meV", 4)
show("Detuned coupling t", t_detuned * 1e3, "meV", 4)
show("Detuned gap, two-state", gap_model * 1e3, "meV", 4)
show("Detuned gap, grid", gap_grid * 1e3, "meV", 4)
show("Largest transfer, two-state", transfer_model, "", 3)
show("Largest transfer, grid", transfer_grid, "", 3)
show("3D wells: M by plane", M3_plane, "hartree", 7)
show("3D wells: M by volume", M3_volume, "hartree", 7)
show("3D wells: cut-well plane / true M", M3_cut / M3_volume, "", 3)
show("Nonparabolic splitting (rough gaps)", split_np * 1e3, "meV", 4)
show("|M| change, in-plane energy kT at 300 K", 100 * (M_hot / M - 1), "%", 3)
show("|M| change, barrier thicker by 0.3 nm", 100 * (M_thick / M - 1), "%", 3)
show("Field that detunes by 2|M|", field * 1e-6, "MV/cm", 3)
show("Sheet charge that detunes by 2|M|", n_detune, "cm^-2", 3)
show("Fermi energy at leakage density", fermi * 1e3, "meV", 3)
for T in (77, 300):
    broadening = HBAR / (mobility[T] * 1e-4 * M_W * sc.m_e / sc.e)
    attempt = HB2 * L.k / M_W / (2 * (WIDTH + 2 / L.kappa))
    thermal = attempt * np.exp(-(V0 - L.E) / kT[T]) / Gamma
    show(f"kT at {T} K", kT[T] * 1e3, "meV", 3)
    show(f"Rough mobility at {T} K", mobility[T], "cm2/Vs", 3)
    show(f"Collision broadening at {T} K", broadening * 1e3, "meV", 2)
    show(f"Thermionic/tunnel escape at {T} K", thermal, "", 2)
print("ALL CHECKS PASSED")
```

Output:

```
Well width: 7 nm
Barrier thickness b: 4 nm
Barrier height (rough): 0.23 eV
Well mass (rough): 0.067 m_e
Barrier mass (rough): 0.092 m_e
Isolated level E0: 48.746 meV
Wave number k: 0.29278 1/nm
Decay constant kappa: 0.66157 1/nm
Edge density A^2: 0.049727 1/nm
exp(-kappa b): 0.070914
M, surface integral: -1.932281 meV
M, volume integral: -1.932281 meV
M converted: -7.101e-05 hartree
Splitting 2|M|: 3.8646 meV
Splitting, exact matching: 3.8635 meV
Splitting, grid: 3.864 meV
Full transfer time: 0.5351 ps
Largest error of sin^2 law: 0.004
b (nm), exp(-2 kappa b), splitting error (%), width error (%):
  2.0  7.091e-02  0.3907  -1.2179
  4.0  5.029e-03  0.0281  0.0063
  6.0  3.566e-04  0.0010  0.0070
Escape width, golden rule: 0.24325 meV
Escape width, complex pole: 0.24323 meV
Escape time hbar/Gamma: 2.706 ps
Sheet density for leakage: 1e+10 cm^-2
Leakage current density: 592.1 A/cm^2
Right well narrowed by: 0.3 nm
Detuning E_R-E_L: 2.811 meV
Detuned coupling t: -2.023 meV
Detuned gap, two-state: 4.927 meV
Detuned gap, grid: 4.922 meV
Largest transfer, two-state: 0.675
Largest transfer, grid: 0.66
3D wells: M by plane: -0.005072516 hartree
3D wells: M by volume: -0.005072516 hartree
3D wells: cut-well plane / true M: 0.311
Nonparabolic splitting (rough gaps): 4.269 meV
|M| change, in-plane energy kT at 300 K: 4.3 %
|M| change, barrier thicker by 0.3 nm: -18 %
Field that detunes by 2|M|: 0.00351 MV/cm
Sheet charge that detunes by 2|M|: 2.5e+10 cm^-2
Fermi energy at leakage density: 0.357 meV
kT at 77 K: 6.64 meV
Rough mobility at 77 K: 1e+05 cm2/Vs
Collision broadening at 77 K: 0.17 meV
Thermionic/tunnel escape at 77 K: 9.4e-11
kT at 300 K: 25.9 meV
Rough mobility at 300 K: 8e+03 cm2/Vs
Collision broadening at 300 K: 2.2 meV
Thermionic/tunnel escape at 300 K: 0.062
ALL CHECKS PASSED
```
